# Smooth core density in PAW exchange-correlation: cancellation and truncation residual: a program that tests the result

```python
"""Result under test: in PAW the smooth core density cancels between the
plane-wave and the pseudo one-centre exchange-correlation (XC) energies when
the partial waves are complete. For a truncated set the change from smooth
core A to smooth core B at fixed orbitals is
  R = int dlam int dmu int_sphere f_xc(n1 + mu*D + A + lam*(B-A)) * D * (B-A)
n  : smooth valence density          n1 : its one-centre expansion
D  : n - n1                          f_xc : derivative of the XC potential
Model: two s electrons, soft ion, Hartree + LDA, frozen exponential core.
The valence orbital is smooth already, so true and smooth partial waves are
equal and only the core densities differ. Hartree atomic units throughout.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.constants import physical_constants
from scipy.special import erf
from pyscf.dft import libxc

HARTREE_MEV = 1000 * physical_constants['Hartree energy in eV'][0]
box, n_basis, r_aug = 8.0, 60, 1.2
ion_charge, ion_width, zeta, spring = 2.0, 0.8, 2.0, 0.2
match_a, match_b, match_c = 1.2, 0.6, 1.8

# radial quadrature with panel edges at every matching radius
edges, counts = [0.0, 0.6, 1.2, 1.8, box], [40, 40, 40, 200]
r_parts, w_parts = [], []
for lo, hi, count in zip(edges[:-1], edges[1:], counts):
    x, wx = leggauss(count)
    r_parts.append(0.5 * (hi - lo) * x + 0.5 * (hi + lo))
    w_parts.append(0.5 * (hi - lo) * wx)
r = np.concatenate(r_parts)
vol = 4 * np.pi * r**2 * np.concatenate(w_parts)
ins = r < r_aug
vol_in, r_in = vol[ins], r[ins]

# spherical waves: the s-wave counterpart of plane waves
k = np.arange(1, n_basis + 1) * np.pi / box
norm = np.sqrt(2 / box / (4 * np.pi))
basis = norm * np.sin(np.outer(r, k)) / r[:, None]
basis_slope = norm * (k * np.cos(np.outer(r, k)) / r[:, None]
                      - np.sin(np.outer(r, k)) / r[:, None]**2)
gram = basis.T @ (vol[:, None] * basis)
assert np.max(np.abs(gram - np.eye(n_basis))) < 1e-9

# Coulomb kernel 1/max(r, r') as a sine series; check on a 1s density
kh = np.arange(1, 121) * np.pi / box
sines = np.sin(np.outer(r, kh)) / r[:, None]
coulomb = 1 / box + (sines * (2 / box / kh**2)) @ sines.T
q_1s = vol * np.exp(-2 * r) / np.pi
assert abs(0.5 * q_1s @ coulomb @ q_1s - 5 / 16) < 1e-5


def lda(n):
    """XC energy per volume, its first and its second density derivative."""
    exc, vxc, fxc = libxc.eval_xc('LDA_X,LDA_C_PW', n, spin=0, deriv=2)[:3]
    return n * exc, vxc[0], fxc[0]


def true_core(x):
    return 2 * zeta**3 / np.pi * np.exp(-2 * zeta * x)


def smooth_core(rm):
    """Even quartic inside rm, joined with two continuous derivatives."""
    val = true_core(rm)
    slope, curv = -2 * zeta * val, 4 * zeta**2 * val
    c4 = (curv - slope / rm) / (8 * rm**2)
    c2 = 0.5 * (slope / rm - 4 * c4 * rm**2)
    c0 = val - c2 * rm**2 - c4 * rm**4
    dens = np.where(r < rm, c0 + c2 * r**2 + c4 * r**4, true_core(r))
    grad = np.where(r < rm, 2 * c2 * r + 4 * c4 * r**3,
                    -2 * zeta * true_core(r))
    return dens, grad


core_true = true_core(r)
core_a, slope_a = smooth_core(match_a)
core_b, slope_b = smooth_core(match_b)
core_c, _ = smooth_core(match_c)
diff_core = core_b - core_a
assert np.all(diff_core[~ins] == 0)


def functional(coef, v_ext, core, dataset=None):
    """Total energy and Hamiltonian; dataset=None uses no PAW correction."""
    n = 2 * (basis @ coef)**2
    v_h = coulomb @ (vol * n)
    e, v, _ = lda(n + core)
    energy = np.sum(k**2 * coef**2) + np.sum(vol * (n * (v_ext + v_h / 2) + e))
    ham = np.diag(k**2 / 2) + basis.T @ (
        (vol * (v_ext + v_h + v))[:, None] * basis)
    if dataset is not None:
        waves, proj = dataset['waves'], dataset['proj']
        n1 = 2 * (waves @ (proj @ coef))**2
        e_t, v_t, _ = lda(n1 + core_true[ins])
        e_s, v_s, _ = lda(n1 + core[ins])
        energy += np.sum(vol_in * (e_t - e_s))
        d_mat = waves.T @ ((vol_in * (v_t - v_s))[:, None] * waves)
        ham = ham + proj.T @ d_mat @ proj
    return energy, 0.5 * (ham + ham.T)


def solve(v_ext, core, dataset=None):
    start = np.diag(k**2 / 2) + basis.T @ ((vol * v_ext)[:, None] * basis)
    coef, ham = np.linalg.eigh(start)[1][:, 0], None
    for _ in range(400):
        energy, new_ham = functional(coef, v_ext, core, dataset)
        ham = new_ham if ham is None else 0.5 * (ham + new_ham)
        levels, vectors = np.linalg.eigh(ham)
        new = vectors[:, 0] * np.sign(vectors[:, 0] @ coef)
        change = np.linalg.norm(new - coef)
        coef = new
        if change < 1e-9:
            energy = functional(coef, v_ext, core, dataset)[0]
            return coef, energy, levels, vectors
    raise RuntimeError('self-consistency not reached')


v_ion = -ion_charge * erf(r / ion_width) / r
v_env = v_ion + 0.5 * spring * r**2
ref_coef, ref_energy, ref_levels, ref_vectors = solve(v_ion, core_true)
n_ref = 2 * (basis @ ref_coef)**2
# (eps - T - v_smooth) acting on a partial wave = this difference times it
shape = (lda(n_ref + core_true)[1] - lda(n_ref + core_a)[1])[ins]


def make_dataset(n_waves):
    pick = ref_vectors[:, 0:5 * n_waves:5]
    waves = basis[ins] @ pick
    overlap = waves.T @ ((vol_in * shape)[:, None] * waves)
    projectors = np.linalg.solve(overlap, (shape[:, None] * waves).T).T
    proj = projectors.T @ (vol_in[:, None] * basis[ins])
    return {'waves': waves, 'slopes': basis_slope[ins] @ pick,
            'projectors': projectors, 'proj': proj}


def densities(coef, data):
    psi = (basis @ coef)[ins]
    psi1 = data['waves'] @ (data['proj'] @ coef)
    return psi, psi1, 2 * psi**2, 2 * psi1**2


def core_shift(n, n1):
    """R from four XC energies in the sphere."""
    a, b = core_a[ins], core_b[ins]
    return np.sum(vol_in * ((lda(n + b)[0] - lda(n1 + b)[0])
                            - (lda(n + a)[0] - lda(n1 + a)[0])))


print(f'box radius {box:.1f} bohr, {n_basis} waves, sphere {r_aug:.1f} bohr')
print(f'ion charge {ion_charge:.1f} e, ion width {ion_width:.1f} bohr')
print(f'core exponent zeta {zeta:.1f} 1/bohr, spring {spring:.1f} Ha/bohr^2')
print(f'core joining radii A {match_a:.1f}, B {match_b:.1f} bohr')
print(f'densities nearest r=0 (bohr^-3): true core {core_true[0]:.3f}, '
      f'A {core_a[0]:.3f}, B {core_b[0]:.3f}')
print(f'free atom: energy {ref_energy:.6f} Ha, level {ref_levels[0]:.6f} Ha')
print('partial-wave energies (Ha):',
      ' '.join(f'{x:.3f}' for x in ref_levels[0:40:5]))

# approach to completeness, self-consistent, against the true-core result
exact = solve(v_env, core_true)[1]
print(f'atom in harmonic potential, true core: {exact:.7f} Ha')
print('N | relative norm of xi | E_A-exact | E_B-exact | E_B-E_A (microHa)')
runs, gaps = {}, {}
for n_waves in (1, 2, 3, 4, 6, 8):
    data = make_dataset(n_waves)
    coef_a, e_a = solve(v_env, core_a, data)[:2]
    coef_b, e_b = solve(v_env, core_b, data)[:2]
    runs[n_waves] = (data, coef_a, e_a, coef_b, e_b)
    gaps[n_waves] = e_b - e_a
    psi, psi1, _, _ = densities(coef_a, data)
    rel = np.sqrt(np.sum(vol_in * (psi - psi1)**2) / np.sum(vol_in * psi**2))
    print(f'{n_waves} | {rel:.2e} | {1e6*(e_a-exact):.3f} | '
          f'{1e6*(e_b-exact):.3f} | {1e6*(e_b-e_a):.3f}')
assert abs(gaps[8]) < 0.05 * max(abs(gaps[1]), abs(gaps[2]))
assert abs(runs[8][2] - exact) < 2e-5 and abs(runs[8][4] - exact) < 2e-5

# fixed-orbital residual with two partial waves
data, coef_a, e_a, coef_b, e_b = runs[2]
psi, psi1, n, n1 = densities(coef_a, data)
mismatch, d_in, a_in = n - n1, diff_core[ins], core_a[ins]
residual = core_shift(n, n1)
full_shift = (functional(coef_a, v_env, core_b, data)[0]
              - functional(coef_a, v_env, core_a, data)[0])
assert abs(full_shift - residual) < 1e-11
x, wx = leggauss(12)
x, wx = 0.5 * (x + 1), 0.5 * wx
kernel_form = sum(
    wl * wm * np.sum(vol_in * lda(n1 + mu * mismatch + a_in + lam * d_in)[2]
                     * mismatch * d_in)
    for lam, wl in zip(x, wx) for mu, wm in zip(x, wx))
assert abs(kernel_form - residual) < 1e-5 * abs(residual)
g = lda(n1 + core_b[ins])[1] - lda(n1 + a_in)[1]
linear = np.sum(vol_in * g * mismatch)
small = 1e-3
assert abs(core_shift(n1 + small * mismatch, n1) / small - linear) \
    < 1e-2 * abs(linear)
middle = np.sum(vol_in * lda(n1 + mismatch / 2 + a_in + d_in / 2)[2]
                * mismatch * d_in)
print('Two partial waves, orbitals of core A, microHa:')
print(f'R from four energies {1e6*residual:.5f}')
print(f'R from double kernel integral {1e6*kernel_form:.5f}')
print(f'linear in density mismatch {1e6*linear:.5f}')
print(f'single kernel at midpoint {1e6*middle:.5f}')

# the linear orbital term and its bound as a product of truncation errors
xi = psi - psi1
orbital_linear = 4 * np.sum(vol_in * g * psi1 * xi)
assert np.max(np.abs(data['projectors'].T @ (vol_in * xi))) < 1e-9
root = np.sqrt(vol_in)
target = root * g * psi1
columns = root[:, None] * data['projectors']
fit = columns @ np.linalg.lstsq(columns, target, rcond=None)[0]
xi_norm = np.linalg.norm(root * xi)
plain_bound = 4 * np.linalg.norm(target) * xi_norm
sharp_bound = 4 * np.linalg.norm(target - fit) * xi_norm
assert abs(orbital_linear) <= sharp_bound <= plain_bound
print(f'linear in orbital error {1e6*orbital_linear:.5f}')
print(f'bound without projectors {1e6*plain_bound:.3f}')
print(f'bound with projectors removed {1e6*sharp_bound:.3f}')

# self-consistent change: variational bracket and integral over the core path
_, _, n_b, n1_b = densities(coef_b, data)
lower = core_shift(n_b, n1_b)
assert lower - 1e-11 <= e_b - e_a <= residual + 1e-11
path = 0.0
xp, wp = leggauss(8)
for lam, wl in zip(0.5 * (xp + 1), 0.5 * wp):
    core = core_a + lam * diff_core
    coef = solve(v_env, core, data)[0]
    _, _, m, m1 = densities(coef, data)
    slope = np.sum(vol_in * d_in * (lda(m + core[ins])[1]
                                    - lda(m1 + core[ins])[1]))
    path += wl * slope
assert abs(path - (e_b - e_a)) < 5e-3 * abs(e_b - e_a)
print('Self-consistent change from core A to B, two partial waves:')
print(f'E_B-E_A {1e6*(e_b-e_a):.4f} microHa = '
      f'{HARTREE_MEV*(e_b-e_a):.5f} meV')
print(f'path integral of explicit derivative {1e6*path:.4f} microHa')
print(f'bracket: lower {1e6*lower:.4f}, upper {1e6*residual:.4f} microHa')

# gradient functional: weak first variation against a finite difference
grad_n = 4 * psi * (basis_slope @ coef_a)[ins]
grad_n1 = 4 * psi1 * (data['slopes'] @ (data['proj'] @ coef_a))
d_slope = (slope_b - slope_a)[ins]


def pbe(dens, grad):
    zero = np.zeros_like(dens)
    exc, vxc = libxc.eval_xc('PBE,PBE', np.array([dens, grad, zero, zero]),
                             spin=0, deriv=1)[:2]
    return dens * exc, vxc[0], 2 * vxc[1] * grad


def pbe_pair(lam):
    c, s = a_in + lam * d_in, slope_a[ins] + lam * d_slope
    return pbe(n + c, grad_n + s), pbe(n1 + c, grad_n1 + s)


def pbe_difference(lam):
    plane, centre = pbe_pair(lam)
    return np.sum(vol_in * (plane[0] - centre[0]))


step = 3e-3
numeric = (pbe_difference(0.5 + step) - pbe_difference(0.5 - step)) / (2 * step)
plane, centre = pbe_pair(0.5)
weak = np.sum(vol_in * ((plane[1] - centre[1]) * d_in
                        + (plane[2] - centre[2]) * d_slope))
assert abs(numeric - weak) < 1e-3 * abs(weak)
print('PBE, derivative along the core path at its midpoint, microHa:')
print(f'finite difference {1e6*numeric:.4f}, weak form {1e6*weak:.4f}')

# complete set, but a neighbour's core tail is seen by the plane waves only
tail = 1e-3
tail_shift = core_shift(n + tail, n)
tail_formula = np.sum(vol_in * tail * (lda(n + tail / 2 + core_b[ins])[1]
                                       - lda(n + tail / 2 + a_in)[1]))
assert abs(tail_shift - tail_formula) < 1e-3 * abs(tail_shift)
print(f'complete set, neighbour tail {tail:.3f} bohr^-3: '
      f'B-A change {1e6*tail_shift:.3f} microHa')
print(f'tail formula {1e6*tail_formula:.3f} microHa')

# complete set, but the smooth core departs from the true one outside
n_all = 2 * (basis @ coef_a)**2


def complete_difference(core):
    return (np.sum(vol * lda(n_all + core)[0])
            - np.sum(vol_in * lda((n_all + core)[ins])[0]))


outside_shift = complete_difference(core_c) - complete_difference(core_a)
outside_formula = np.sum((vol * (core_c - core_a) * lda(
    n_all + 0.5 * (core_a + core_c))[1])[~ins])
assert abs(outside_shift - outside_formula) < 2e-2 * abs(outside_shift)
print(f'complete set, core joined at {match_c:.1f} bohr outside the sphere: '
      f'change {1e3*outside_shift:.4f} mHa')
print(f'exterior potential formula {1e3*outside_formula:.4f} mHa')
print('OK')
```

It prints:

```
box radius 8.0 bohr, 60 waves, sphere 1.2 bohr
ion charge 2.0 e, ion width 0.8 bohr
core exponent zeta 2.0 1/bohr, spring 0.2 Ha/bohr^2
core joining radii A 1.2, B 0.6 bohr
densities nearest r=0 (bohr^-3): true core 5.082, A 0.288, B 1.488
free atom: energy -3.007145 Ha, level -0.348175 Ha
partial-wave energies (Ha): -0.348 2.447 8.980 19.383 33.646 51.764 73.739 99.569
atom in harmonic potential, true core: -2.5560913 Ha
N | relative norm of xi | E_A-exact | E_B-exact | E_B-E_A (microHa)
1 | 2.44e-02 | 19.693 | 90.268 | 70.575
2 | 6.37e-03 | -0.656 | -25.392 | -24.736
3 | 9.77e-04 | 0.015 | -0.580 | -0.595
4 | 3.99e-04 | -0.003 | -0.162 | -0.159
6 | 5.71e-05 | -0.000 | -0.002 | -0.002
8 | 1.25e-05 | -0.000 | -0.002 | -0.002
Two partial waves, orbitals of core A, microHa:
R from four energies -16.88782
R from double kernel integral -16.88782
linear in density mismatch -16.96419
single kernel at midpoint -17.26748
linear in orbital error -16.84719
bound without projectors 1637.061
bound with projectors removed 166.825
Self-consistent change from core A to B, two partial waves:
E_B-E_A -24.7362 microHa = -0.67311 meV
path integral of explicit derivative -24.7362 microHa
bracket: lower -32.6099, upper -16.8878 microHa
PBE, derivative along the core path at its midpoint, microHa:
finite difference -173.5137, weak form -173.5137
complete set, neighbour tail 0.001 bohr^-3: B-A change -345.839 microHa
tail formula -345.839 microHa
complete set, core joined at 1.8 bohr outside the sphere: change 30.0967 mHa
exterior potential formula 30.1021 mHa
OK
```
